# Strain ratio of a biaxially strained (111) cubic film: a numerical check

```python
"""
Result under test: a cubic film with normal [111], equal in-plane strain e_par
in all in-plane directions and a traction-free face has normal strain e_perp with
    e_perp/e_par = -2 (C11 + 2 C12 - 2 C44) / (C11 + 2 C12 + 4 C44)
and no out-of-plane shear.
C11, C12, C44: cubic stiffnesses (GPa in the example); strains are tensor strains.
M: in-plane stress divided by e_par.  Lengths are in nm.
Silicon inputs are rough typical values, not measured results of this program.
"""
import numpy as np
import sympy as sp
from scipy.optimize import brentq, least_squares

I3 = np.eye(3)
N111 = np.ones(3) / np.sqrt(3)


def cubic_tensor(c11, c12, c44):
    """Fourth-rank stiffness in cube axes, filled from the definition."""
    tensor = np.zeros((3, 3, 3, 3), dtype=object)
    for i, j, k, l in np.ndindex(3, 3, 3, 3):
        if i == j == k == l:
            tensor[i, j, k, l] = c11
        elif i == j and k == l:
            tensor[i, j, k, l] = c12
        elif (i == k and j == l) or (i == l and j == k):
            tensor[i, j, k, l] = c44
    return tensor


def ratio_111(c11, c12, c44):
    return -2 * (c11 + 2*c12 - 2*c44) / (c11 + 2*c12 + 4*c44)


def film_response(tensor, normal, in_plane_strain):
    """Displacement-gradient vector d along the normal that removes traction."""
    acoustic = np.einsum('ijkl,j,l->ik', tensor, normal, normal)
    traction = np.einsum('ijkl,j,kl->i', tensor, normal, in_plane_strain)
    return np.linalg.solve(acoustic, -traction)


def equibiaxial(normal, strain):
    return strain * (I3 - np.outer(normal, normal))


# ---- symbolic rotation of the complete tensor ----
c11, c12, c44 = sp.symbols('C11 C12 C44', positive=True)
rot = np.array([[1/sp.sqrt(6), 1/sp.sqrt(6), -2/sp.sqrt(6)],
                [-1/sp.sqrt(2), 1/sp.sqrt(2), sp.Integer(0)],
                [1/sp.sqrt(3)] * 3], dtype=object)
expand_all = np.vectorize(sp.expand, otypes=[object])
rotated = cubic_tensor(c11, c12, c44)
for _ in range(4):
    rotated = expand_all(np.tensordot(rot, rotated, axes=(1, 3)))


def same(a, b):
    return sp.simplify(a - b) == 0


H = c11 - c12 - 2*c44
assert same(rotated[2, 2, 2, 2], (c11 + 2*c12 + 4*c44)/3)
assert same(rotated[2, 2, 0, 0], (c11 + 2*c12 - 2*c44)/3)
assert same(rotated[2, 2, 1, 1], rotated[2, 2, 0, 0])
for index in [(2, 2, 0, 1), (0, 2, 2, 2), (1, 2, 2, 2), (0, 2, 1, 2)]:
    assert same(rotated[index], 0)
assert same(rotated[0, 2, 0, 0], -H/(3*sp.sqrt(2)))
for a in (0, 1):
    assert same(rotated[a, 2, 0, 0] + rotated[a, 2, 1, 1], 0)
    assert same(rotated[a, 2, a, 2], (c11 - c12 + c44)/3)
# the short split of the tensor, rotated, against all 81 components
delta = sp.eye(3)
for i, j, k, l in np.ndindex(3, 3, 3, 3):
    split = (c12*delta[i, j]*delta[k, l]
             + c44*(delta[i, k]*delta[j, l] + delta[i, l]*delta[j, k])
             + H*sum(rot[i, m]*rot[j, m]*rot[k, m]*rot[l, m] for m in range(3)))
    assert sp.expand(split - rotated[i, j, k, l]) == 0

# ---- traction solver in cube axes, several stable crystals ----
flip_case = (100.0, -20.0, 80.0)
for constants in [(170., 64., 80.), (120., 80., 20.), (300., 50., 30.), flip_case]:
    stiff = cubic_tensor(*constants).astype(float)
    d = film_response(stiff, N111, equibiaxial(N111, 1.0))
    assert abs(d @ N111 - ratio_111(*constants)) < 1e-11
    assert np.linalg.norm(d - (d @ N111)*N111) < 1e-11
    assert -2 < d @ N111 < 1
flip_ratio = film_response(cubic_tensor(*flip_case).astype(float), N111,
                           equibiaxial(N111, 1.0)) @ N111
assert flip_ratio > 0
iso = cubic_tensor(160., 60., 50.).astype(float)
iso_ratio = film_response(iso, N111, equibiaxial(N111, 1.0)) @ N111
assert abs(iso_ratio + 2*60/160) < 1e-12

# ---- Keating bond model: atoms in place of a continuum ----
bonds = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]], float)
pairs = np.triu_indices(4, 1)
stretch_weight, bend_weight = 1.0, 0.3


def bond_residuals(deform, shift):
    """Energy is the sum of squares; shift moves one sublattice."""
    r = bonds @ deform.T + shift
    dots = r @ r.T
    return np.concatenate([np.sqrt(stretch_weight)*(np.diag(dots) - 3),
                           np.sqrt(bend_weight)*(dots[pairs] + 1)])


def residuals_from_parameters(p):
    e = np.array([[p[0], p[5]/2, p[4]/2],
                  [p[5]/2, p[1], p[3]/2],
                  [p[4]/2, p[3]/2, p[2]]])
    return bond_residuals(I3 + e, p[6:])


step = 1e-3
jac = np.array([(residuals_from_parameters(step*v)
                 - residuals_from_parameters(-step*v))/(2*step)
                for v in np.eye(9)]).T
hess = 2 * jac.T @ jac
bond_c = hess[:6, :6] - hess[:6, 6:] @ np.linalg.solve(hess[6:, 6:], hess[6:, :6])
k11, k12, k44 = bond_c[0, 0], bond_c[0, 1], bond_c[3, 3]
pattern = np.diag([k11 - k12]*3 + [k44]*3)
pattern[:3, :3] += k12
assert np.allclose(bond_c, pattern, atol=1e-8)
assert hess[3, 3] > 1.1*k44      # the sublattice shift matters in this test

atom_ratios = []
for strain in (1e-4, -1e-4):
    def film_residuals(x, strain=strain):
        deform = I3 + equibiaxial(N111, strain) + np.outer(x[:3], N111)
        return bond_residuals(deform, x[3:])
    fit = least_squares(film_residuals, np.zeros(6), jac='3-point',
                        xtol=1e-14, ftol=1e-15, gtol=1e-15)
    d = fit.x[:3]
    atom_ratios.append(d @ N111 / strain)
    assert np.linalg.norm(d - (d @ N111)*N111) < 1e-5*abs(strain)
atom_ratio = np.mean(atom_ratios)
bond_formula = ratio_111(k11, k12, k44)
clamped_formula = ratio_111(hess[0, 0], hess[0, 1], hess[3, 3])
assert abs(atom_ratio - bond_formula) < 1e-5
assert abs(atom_ratio - clamped_formula) > 1e-2

# ---- silicon film: rough typical inputs ----
C11, C12, C44 = 170.0, 64.0, 80.0          # GPa
lattice, film_nm, wafer_nm = 0.54, 5.0, 5.0e5
e_par = 0.01
ge_mismatch = 0.042                        # Ge lattice larger than Si, rough
si = cubic_tensor(C11, C12, C44).astype(float)
ratio = ratio_111(C11, C12, C44)
e_perp = ratio*e_par
d_si = film_response(si, N111, equibiaxial(N111, e_par))
assert abs(d_si @ N111 - e_perp) < 1e-13
grad = equibiaxial(N111, e_par) + np.outer(d_si, N111)
stress = np.einsum('ijkl,kl->ij', si, grad)
in_plane = np.array([1, -1, 0])/np.sqrt(2)
sigma_par = in_plane @ stress @ in_plane
M = 6*C44*(C11 + 2*C12)/(C11 + 2*C12 + 4*C44)
assert np.linalg.norm(stress @ N111) < 1e-12
assert abs(sigma_par - M*e_par) < 1e-12
edge1, edge2 = (I3 + grad)[:, 0], (I3 + grad)[:, 1]
edge_angle = np.degrees(np.arccos(edge1 @ edge2
                                  / np.linalg.norm(edge1)/np.linalg.norm(edge2)))
normal_cube, shear_cube = grad[0, 0], grad[0, 1]
assert abs(shear_cube - (e_perp - e_par)/3) < 1e-13
assert abs(normal_cube - (2*e_par + e_perp)/3) < 1e-13
n001 = np.array([0., 0., 1.])
ratio_001 = film_response(si, n001, equibiaxial(n001, 1.0)) @ n001
assert abs(ratio_001 + 2*C12/C11) < 1e-12
spacing = lattice/np.sqrt(3)

# strain along one in-plane direction only: an out-of-plane shear appears
axis = np.array([1, 1, -2])/np.sqrt(6)
d_uni = film_response(si, N111, e_par*np.outer(axis, axis))
uni_shear = (d_uni @ axis)/2
assert abs(uni_shear) > 1e-4

# ---- neglected: third-order elasticity and finite strain ----
T111, T112, T123, T144, T155, T456 = -830., -450., -64., 12., -310., -64.


def energy_density(par, perp):
    deform = I3 + equibiaxial(N111, par) + perp*np.outer(N111, N111)
    g = (deform.T @ deform - I3)/2
    a, b, c = np.diag(g)
    p, q, r = 2*g[1, 2], 2*g[0, 2], 2*g[0, 1]
    second = 0.5*np.einsum('ij,ijkl,kl', g, si, g)
    third = (T111/6*(a**3 + b**3 + c**3)
             + T112/2*(a*a*(b + c) + b*b*(a + c) + c*c*(a + b)) + T123*a*b*c
             + T144/2*(a*p*p + b*q*q + c*r*r)
             + T155/2*(p*p*(b + c) + q*q*(a + c) + r*r*(a + b)) + T456*p*q*r)
    return second + third


def nonlinear_ratio(par):
    h = 1e-5

    def slope(x):
        return (energy_density(par, x + h) - energy_density(par, x - h))/(2*h)
    return brentq(slope, -3*abs(par), 3*abs(par), xtol=1e-13)/par


small = (nonlinear_ratio(1e-4) + nonlinear_ratio(-1e-4))/2
assert abs(small - ratio) < 1e-4
ratio_nl = nonlinear_ratio(e_par)

# ---- neglected: miscut, heating, thermal mismatch, wafer bending ----
miscut_deg = 4.0
miscut = []
for sign in (1, -1):
    t = np.radians(sign*miscut_deg)
    n = np.cos(t)*N111 + np.sin(t)*axis
    d = film_response(si, n, equibiaxial(n, 1.0))
    miscut.append((d @ n, np.linalg.norm(d - (d @ n)*n)/2))
miscut_ratio, miscut_shear = max(miscut, key=lambda v: abs(v[0] - ratio))
softening_per_K, heating_K = 1e-4, 100.0
ratio_hot = ratio_111(C11, C12, C44*(1 - softening_per_K*heating_K))
expansion_gap, cooling_K = 1e-6, 600.0
thermal_strain = expansion_gap*cooling_K

half = wafer_nm/2
first = ((half + film_nm)**2 - half**2)/2
second_moment = ((half + film_nm)**3 + half**3)/3
e0, curvature = np.linalg.solve([[wafer_nm + film_nm, first],
                                 [first, second_moment]], [-film_nm, -first])
bending_loss = -(e0 + curvature*half)
assert abs(bending_loss/(4*film_nm/wafer_nm) - 1) < 1e-3

# ---- neglected: dislocations (isotropic line energy, order of size) ----
G = (C11 - C12 + 3*C44)/5
B = (C11 + 2*C12)/3
nu = (3*B - 2*G)/(2*(3*B + G))
glide = np.array([1, 1, -1])/np.sqrt(3)
line = np.cross(N111, glide)
sin_planes = np.linalg.norm(line)
line = line/sin_planes


def onset_thickness(burgers):
    b = np.linalg.norm(burgers)
    assert abs(burgers @ glide) < 1e-12
    cos_b = burgers @ line/b
    line_energy = G*b*b*(1 - nu*cos_b**2)/(4*np.pi*(1 - nu))
    work_per_height = abs(burgers @ stress @ glide)/sin_planes
    scale = line_energy/work_per_height
    return brentq(lambda h: h - scale*(np.log(h/b) + 1), scale, 1e4)


onset_perfect = onset_thickness(lattice/2*np.array([1., 0., 1.]))
onset_partial = onset_thickness(lattice/6*np.array([1., 1., 2.]))
assert film_nm < min(onset_perfect, onset_partial)

# ---- output ----
print("Inputs (rough, silicon near room temperature)")
print(f"C11, C12, C44 = {C11:.0f}, {C12:.0f}, {C44:.0f} GPa")
print(f"lattice parameter = {lattice:.2f} nm; film = {film_nm:.0f} nm")
print(f"in-plane strain = {100*e_par:.2f} %")
print(f"Ge-Si lattice mismatch = {100*ge_mismatch:.1f} %")
print(f"Ge fraction of buffer (linear) = {e_par/ge_mismatch:.2f}")
print("Results for the (111) film")
print(f"C11+2C12-2C44 = {C11+2*C12-2*C44:.0f} GPa")
print(f"C11+2C12+4C44 = {C11+2*C12+4*C44:.0f} GPa")
print(f"rotated C'3311 = {(C11+2*C12-2*C44)/3:.1f} GPa")
print(f"rotated C'3333 = {(C11+2*C12+4*C44)/3:.1f} GPa")
print(f"strain ratio (111) = {ratio:.4f}")
print(f"normal strain = {100*e_perp:.3f} %")
print(f"(111) spacing, unstrained = {spacing:.4f} nm")
print(f"(111) spacing, strained = {spacing*(1+e_perp):.4f} nm")
print(f"film thickness change = {1000*film_nm*e_perp:.1f} pm")
print(f"biaxial modulus M = {M:.1f} GPa")
print(f"in-plane stress = {sigma_par:.2f} GPa")
print(f"cube-axis normal strain = {100*normal_cube:.3f} %")
print(f"cube-axis tensor shear = {100*shear_cube:.3f} %")
print(f"angle between cube edges = {edge_angle:.2f} deg")
print(f"strain ratio (001) = {ratio_001:.4f}")
print(f"normal strain if (001) ratio misused = {100*ratio_001*e_par:.3f} %")
print(f"shear if strained along [11-2] only = {100*uni_shear:.3f} %")
print("Tests on other crystals")
print(f"ratio for C11,C12,C44 = 100,-20,80 GPa: {flip_ratio:.4f}")
print(f"Keating bend/stretch weight = {bend_weight/stretch_weight:.2f}")
print(f"Keating film ratio, atoms relaxed = {atom_ratio:.6f}")
print(f"formula with Keating constants = {bond_formula:.6f}")
print(f"formula, sublattice shift forbidden = {clamped_formula:.6f}")
print("Neglected effects (rough sizes)")
print(f"third-order C111,C112,C123 = {T111:.0f},{T112:.0f},{T123:.0f} GPa")
print(f"third-order C144,C155,C456 = {T144:.0f},{T155:.0f},{T456:.0f} GPa")
print(f"ratio with third-order, finite strain = {ratio_nl:.4f}")
print(f"ratio at {miscut_deg:.0f} deg miscut = {miscut_ratio:.4f}")
print(f"tensor shear at that miscut = {100*miscut_shear*e_par:.3f} %")
print(f"softening = {softening_per_K:.0e} per K; heating = {heating_K:.0f} K")
print(f"ratio if only C44 softens = {ratio_hot:.4f}")
print(f"expansion gap = {expansion_gap:.0e} per K; cooling = {cooling_K:.0f} K")
print(f"thermal mismatch strain = {100*thermal_strain:.3f} %")
print(f"wafer thickness = {wafer_nm/1e6:.1f} mm")
print(f"fraction of strain lost to wafer = {bending_loss:.1e}")
print(f"average shear modulus = {G:.1f} GPa; Poisson ratio = {nu:.3f}")
print(f"dislocation onset, perfect = {onset_perfect:.0f} nm")
print(f"dislocation onset, partial, no fault cost = {onset_partial:.0f} nm")
print("ALL CHECKS PASSED")
```

It prints:

```
Inputs (rough, silicon near room temperature)
C11, C12, C44 = 170, 64, 80 GPa
lattice parameter = 0.54 nm; film = 5 nm
in-plane strain = 1.00 %
Ge-Si lattice mismatch = 4.2 %
Ge fraction of buffer (linear) = 0.24
Results for the (111) film
C11+2C12-2C44 = 138 GPa
C11+2C12+4C44 = 618 GPa
rotated C'3311 = 46.0 GPa
rotated C'3333 = 206.0 GPa
strain ratio (111) = -0.4466
normal strain = -0.447 %
(111) spacing, unstrained = 0.3118 nm
(111) spacing, strained = 0.3104 nm
film thickness change = -22.3 pm
biaxial modulus M = 231.5 GPa
in-plane stress = 2.31 GPa
cube-axis normal strain = 0.518 %
cube-axis tensor shear = -0.482 %
angle between cube edges = 90.55 deg
strain ratio (001) = -0.7529
normal strain if (001) ratio misused = -0.753 %
shear if strained along [11-2] only = -0.103 %
Tests on other crystals
ratio for C11,C12,C44 = 100,-20,80 GPa: 0.5263
Keating bend/stretch weight = 0.30
Keating film ratio, atoms relaxed = -0.804483
formula with Keating constants = -0.804483
formula, sublattice shift forbidden = -0.219355
Neglected effects (rough sizes)
third-order C111,C112,C123 = -830,-450,-64 GPa
third-order C144,C155,C456 = 12,-310,-64 GPa
ratio with third-order, finite strain = -0.4357
ratio at 4 deg miscut = -0.4500
tensor shear at that miscut = 0.032 %
softening = 1e-04 per K; heating = 100 K
ratio if only C44 softens = -0.4541
expansion gap = 1e-06 per K; cooling = 600 K
thermal mismatch strain = 0.060 %
wafer thickness = 0.5 mm
fraction of strain lost to wafer = 4.0e-05
average shear modulus = 69.2 GPa; Poisson ratio = 0.217
dislocation onset, perfect = 19 nm
dislocation onset, partial, no fault cost = 10 nm
ALL CHECKS PASSED
```
